# The Specularity Factor in the Ultrathin Fuchs–Sondheimer Resistivity: a program that tests the result

```python
"""Thin-film surface scattering (Fuchs-Sondheimer model).

Result under test: for thickness/mean-free-path k -> 0 at fixed specularity p < 1,
  rho_p / rho_diffuse -> (1-p)/(1+p),
and more precisely
  sigma_p/sigma_bulk = (3k/4) (1+p)/(1-p) [ln(1/k) + 1 - gamma - L(p)] + O(k^2),
where L(p) is the average of ln n with weights n^2 p^(n-1), n = 1, 2, ...
Symbols: u = |cosine| of the angle to the film normal, s = k/u,
F = thickness-averaged effective path divided by the bulk mean free path.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expn

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(16)


def path_fraction(s, p):
    """Derived solution of the film Boltzmann equation, averaged over depth."""
    return 1 - (1 - p) * (-np.expm1(-s)) / (s * (1 - p * np.exp(-s)))


def sigma_ratio(k, p):
    """Film/bulk conductivity by quadrature in ln u; p may depend on u."""
    low = min(0.0, np.log(k)) - 30.0
    edges = np.linspace(low, 0.0, int(np.ceil(-low)) + 1)
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    u = np.exp(middle + half * GAUSS_X)
    spec = p(u) if callable(p) else p
    return 1.5 * np.sum(half * GAUSS_W * u * (1 - u**2)
                        * path_fraction(k / u, spec))


def rho_quotient(k, p):
    """Resistivity at specularity p over that of the diffuse film."""
    return sigma_ratio(k, 0.0) / sigma_ratio(k, p)


def image_sum(k, p):
    """Average over fully diffuse films of thickness n*k."""
    n = np.arange(1, 1001)
    x = n * k
    diffuse = 1 - 1.5 / x * (0.25 - expn(3, x) + expn(5, x))
    return (1 - p)**2 * np.sum(n * p**(n - 1.0) * diffuse)


def log_shift(p):
    n = np.arange(1, 3001)
    weight = n**2 * p**(n - 1.0)
    return np.sum(weight * np.log(n)) / np.sum(weight)


def log_bracket(k, p):
    return np.log(1 / k) + 1 - np.euler_gamma - log_shift(p)


# Chebyshev collocation for the two-stream boundary-value problem
ORDER = 64
index = np.arange(ORDER + 1)
nodes = np.cos(np.pi * index / ORDER)
scale = np.where((index == 0) | (index == ORDER), 2.0, 1.0) * (-1.0)**index
gap = nodes[:, None] - nodes[None, :] + np.eye(ORDER + 1)
DERIV = np.outer(scale, 1 / scale) / gap
DERIV -= np.diag(DERIV.sum(axis=1))
moments = np.array([2 / (1 - m**2) if m % 2 == 0 else 0.0 for m in index])
vander = np.polynomial.chebyshev.chebvander(nodes, ORDER)
MEAN = np.linalg.solve(vander.T, moments) / 2


def boltzmann_path(s, p):
    """Solve upward and downward streams with their surface conditions."""
    size = ORDER + 1
    matrix = np.zeros((2 * size, 2 * size))
    matrix[:size, :size] = 2 * DERIV / s + np.eye(size)
    matrix[size:, size:] = -2 * DERIV / s + np.eye(size)
    source = np.ones(2 * size)
    bottom, top = ORDER, size          # node 0 is the top surface
    matrix[bottom] = 0
    matrix[bottom, ORDER], matrix[bottom, size + ORDER] = 1, -p
    matrix[top] = 0
    matrix[top, size], matrix[top, 0] = 1, -p
    source[[bottom, top]] = 0
    g = np.linalg.solve(matrix, source)
    return 0.5 * (MEAN @ g[:size] + MEAN @ g[size:])


# Boltzmann equation against the derived path and the image sum
for s in (0.05, 1.0, 8.0):
    for p in (0.0, 0.5, 0.9):
        assert abs(boltzmann_path(s, p) - path_fraction(s, p)) < 1e-8
x64, w64 = np.polynomial.legendre.leggauss(64)
u64, w64 = (x64 + 1) / 2, w64 / 2
for k, p in ((0.5, 0.5), (0.1, 0.5), (0.5, 0.8)):
    direct = 1.5 * sum(w * (1 - u**2) * boltzmann_path(k / u, p)
                       for u, w in zip(u64, w64))
    assert abs(direct - image_sum(k, p)) < 1e-5
    if (k, p) == (0.5, 0.5):
        print(f"sigma/bulk, k=0.5 p=0.5, Boltzmann: {direct:.6f}")
        print(f"sigma/bulk, k=0.5 p=0.5, image sum: {image_sum(k, p):.6f}")

# Mean path without bulk scattering, in units of d/u
for p in (0.0, 0.5, 0.8):
    mean_path = boltzmann_path(1e-4, p) / 1e-4
    assert abs(mean_path / (0.5 * (1 + p) / (1 - p)) - 1) < 1e-3
    print(f"ballistic mean path/(d/u), p={p}: {mean_path:.3f}")

# Prefactor of the logarithm, and the constant beside it
def log_slope(p):
    k1, k2 = 1e-6, 1e-5
    return (sigma_ratio(k1, p) / k1 - sigma_ratio(k2, p) / k2) / np.log(k2 / k1)


assert abs(log_slope(0.0) - 0.75) < 1e-3
for p in (0.2, 0.5, 0.8, 0.9):
    limit = log_slope(0.0) / log_slope(p)
    assert abs(limit / ((1 - p) / (1 + p)) - 1) < 1e-3
    print(f"limit of rho_p/rho_0 from log slope, p={p}: {limit:.4f}")
for p in (0.0, 0.2, 0.5, 0.8, 0.9):
    k = 1e-5
    measured = sigma_ratio(k, p) / (0.75 * k * (1 + p) / (1 - p))
    assert abs(measured - log_bracket(k, p)) < 1e-3   # next term is O(k)

# Rigorous lower bound and growth of the quotient with thickness
grid = np.logspace(-6, 2, 60)
for p in (0.2, 0.5, 0.8):
    quotient = np.array([rho_quotient(k, p) for k in grid])
    assert np.all(quotient > (1 - p) / (1 + p))
    assert np.all(np.diff(quotient) > 0)

# Thick films: the excess resistivity carries the factor 1-p
for p in (0.0, 0.5, 0.8):
    excess = (1 / sigma_ratio(200.0, p) - 1) * 8 * 200.0 / 3
    assert abs(excess / (1 - p) - 1) < 5e-3
    print(f"thick film, excess*8k/3 at k=200, p={p}: {excess:.4f}")

print(f"L(0.5) = {log_shift(0.5):.4f}")
for k in (1.0, 0.1, 1e-2, 1e-3, 1e-4, 1e-8):
    line = f"rho_p/rho_0, p=0.5, k={k:.0e}: {rho_quotient(k, 0.5):.4f}"
    if k <= 1e-2:
        two_term = log_bracket(k, 0.0) / log_bracket(k, 0.5) / 3
        line += f"; two-term {two_term:.4f}"
    print(line)
for p in (0.2, 0.5, 0.8):
    crossing = brentq(lambda y: rho_quotient(np.exp(y), p) - (1 - p),
                      np.log(1e-5), np.log(10.0))
    print(f"k where rho_p/rho_0 = 1-p, p={p}: {np.exp(crossing):.4f}")

# Worked example: rough hcp-Co values, thickness and paths in nm
thickness, p_film = 5.0, 0.5
rho_warm, path_warm, path_cold = 6.0, 10.0, 1000.0   # microohm cm, nm, nm
product = rho_warm * 1e-8 * path_warm * 1e-9         # ohm m^2
k_fermi = np.sqrt(3 * np.pi**2 * const.hbar / (const.e**2 * product))
density = k_fermi**3 / (3 * np.pi**2)
lifetime = path_warm * 1e-9 * const.m_e / (const.hbar * k_fermi)
drude_rho = const.m_e / (density * const.e**2 * lifetime)
assert abs(drude_rho * 1e8 / rho_warm - 1) < 1e-10
phase = k_fermi * thickness * 1e-9
print(f"film thickness = {thickness} nm, p = {p_film}")
print(f"effective Fermi wavevector = {k_fermi * 1e-9:.2f} 1/nm")
print(f"occupied subbands = {int(phase / np.pi)}")
print(f"smallest subband cosine = {np.pi / phase:.4f}")


def subband_sigma(k, p, fermi_phase):
    """Same scattering, but only standing-wave values of u are allowed."""
    step = np.pi / fermi_phase
    u = step * np.arange(1, int(fermi_phase / np.pi) + 1)
    return 1.5 * step * np.sum((1 - u**2) * path_fraction(k / u, p))


assert abs(subband_sigma(0.5, 0.5, 1e5 * np.pi) - sigma_ratio(0.5, 0.5)) < 1e-4
subband_limit = subband_sigma(1e-6, 0.0, phase) / subband_sigma(1e-6, 0.5, phase)
assert abs(subband_limit - 1 / 3) < 1e-3

# Gaussian roughness: specularity exp(-a u^2), flux average equal to p_film
rough = brentq(lambda a: -np.expm1(-a) / a - p_film, 0.01, 20)
flux_mean = np.sum(w64 * 2 * u64 * np.exp(-rough * u64**2))
assert abs(flux_mean - p_film) < 1e-10
print(f"matching rms roughness = {np.sqrt(rough) / (2 * k_fermi) * 1e9:.4f} nm")

reflection = 0.3
quotients = {}
for name, path in (("warm", path_warm), ("cold", path_cold)):
    k = thickness / path
    rho_bulk = rho_warm * path_warm / path
    rho_film = rho_bulk / sigma_ratio(k, p_film)
    rho_diffuse = rho_bulk / sigma_ratio(k, 0.0)
    quotients[name] = rho_film / rho_diffuse
    print(f"{name}: path {path:.0f} nm, k={k:.3f}, bulk {rho_bulk:.3f} uOhm cm")
    print(f"{name}: film p=0 {rho_diffuse:.3f}, p=0.5 {rho_film:.3f} uOhm cm")
    print(f"{name}: rho_p/rho_0 = {quotients[name]:.4f}")
    print(f"{name}: log bracket at p=0.5 = {log_bracket(k, p_film):.3f}")
    if log_bracket(k, p_film) > 1:
        estimate = (4 / 3) * rho_bulk / k * (1 - p_film) / (1 + p_film)
        estimate /= log_bracket(k, p_film)
        print(f"{name}: two-term film estimate = {estimate:.3f} uOhm cm")
    quantum = subband_sigma(k, p_film, phase)
    quantum_quotient = subband_sigma(k, 0.0, phase) / quantum
    print(f"{name}: with subbands {rho_bulk / quantum:.3f} uOhm cm, "
          f"ratio {quantum_quotient:.4f}")
    angular = sigma_ratio(k, lambda u: np.exp(-rough * u**2))
    print(f"{name}: angle-dependent p {rho_bulk / angular:.3f} uOhm cm")
    alpha = path / thickness * reflection / (1 - reflection)
    grain_sigma = 3 * np.sum(w64 * u64**3 / (u64 + alpha))
    print(f"{name}: grain-boundary excess "
          f"{rho_bulk * (1 / grain_sigma - 1):.3f} uOhm cm")
    spin = sum(0.5 * f * sigma_ratio(k / f, p_film) for f in (0.5, 1.5))
    print(f"{name}: spin paths 0.5 and 1.5 of mean {rho_bulk / spin:.3f} uOhm cm")
    longer = rho_bulk / sigma_ratio(k / 1.3, p_film)
    print(f"{name}: path +30%, same bulk rho {longer:.3f} uOhm cm")

assert quotients["warm"] > 1 - p_film
assert (1 - p_film) / (1 + p_film) < quotients["cold"] < 1 - p_film
print("all good")
```

It prints:

```
sigma/bulk, k=0.5 p=0.5, Boltzmann: 0.712201
sigma/bulk, k=0.5 p=0.5, image sum: 0.712201
ballistic mean path/(d/u), p=0.0: 0.500
ballistic mean path/(d/u), p=0.5: 1.500
ballistic mean path/(d/u), p=0.8: 4.498
limit of rho_p/rho_0 from log slope, p=0.2: 0.6667
limit of rho_p/rho_0 from log slope, p=0.5: 0.3333
limit of rho_p/rho_0 from log slope, p=0.8: 0.1111
limit of rho_p/rho_0 from log slope, p=0.9: 0.0526
thick film, excess*8k/3 at k=200, p=0.0: 1.0019
thick film, excess*8k/3 at k=200, p=0.5: 0.5005
thick film, excess*8k/3 at k=200, p=0.8: 0.2001
L(0.5) = 1.2959
rho_p/rho_0, p=0.5, k=1e+00: 0.8248
rho_p/rho_0, p=0.5, k=1e-01: 0.5580
rho_p/rho_0, p=0.5, k=1e-02: 0.4463; two-term 0.4491
rho_p/rho_0, p=0.5, k=1e-03: 0.4048; two-term 0.4049
rho_p/rho_0, p=0.5, k=1e-04: 0.3851; two-term 0.3851
rho_p/rho_0, p=0.5, k=1e-08: 0.3579; two-term 0.3579
k where rho_p/rho_0 = 1-p, p=0.2: 0.0960
k where rho_p/rho_0 = 1-p, p=0.5: 0.0408
k where rho_p/rho_0 = 1-p, p=0.8: 0.0075
film thickness = 5.0 nm, p = 0.5
effective Fermi wavevector = 14.24 1/nm
occupied subbands = 22
smallest subband cosine = 0.0441
matching rms roughness = 0.0443 nm
warm: path 10 nm, k=0.500, bulk 6.000 uOhm cm
warm: film p=0 11.497, p=0.5 8.425 uOhm cm
warm: rho_p/rho_0 = 0.7328
warm: log bracket at p=0.5 = -0.180
warm: with subbands 8.831 uOhm cm, ratio 0.7202
warm: angle-dependent p 7.451 uOhm cm
warm: grain-boundary excess 7.111 uOhm cm
warm: spin paths 0.5 and 1.5 of mean 8.828 uOhm cm
warm: path +30%, same bulk rho 9.094 uOhm cm
cold: path 1000 nm, k=0.005, bulk 0.060 uOhm cm
cold: film p=0 2.795, p=0.5 1.201 uOhm cm
cold: rho_p/rho_0 = 0.4298
cold: log bracket at p=0.5 = 4.425
cold: two-term film estimate = 1.205 uOhm cm
cold: with subbands 1.795 uOhm cm, ratio 0.3524
cold: angle-dependent p 0.236 uOhm cm
cold: grain-boundary excess 6.861 uOhm cm
cold: spin paths 0.5 and 1.5 of mean 1.240 uOhm cm
cold: path +30%, same bulk rho 1.476 uOhm cm
all good
```
